# Electric fields on a ring: the position problem and Resta's operator

**Q.** I want the polarization of a crystal in a uniform field $F$. My model is a ring of $N$ cells of length $a$, so $L=Na$, with periodic wavefunctions. An electron has charge $-e$, with $e>0$, and the force on it is $-eF$. I would add $eF\sum_j x_j$ to the Hamiltonian $H_0$ and solve. What could go wrong?

**A.** The added term does not act within your set of wavefunctions. If $\psi(x+L)=\psi(x)$, then

$$(x\psi)(x+L)=(x+L)\,\psi(x)\neq x\,\psi(x).$$

No other periodic potential energy $w(x)$ can do the job. A uniform force requires $w'=eF$, hence $w(x+L)-w(x)=eFL$, whereas a periodic function requires zero.

On the infinite line $x$ is a legitimate operator, but there the energy has no lower bound. Moving a wavepacket by $-na$ leaves its $H_0$ energy unchanged and lowers its field energy by $eFna$, for any integer $n$.

**Q.** Then I cut the ring at $x_0$ and let $x$ run from $x_0$ to $x_0+L$. This sawtooth is bounded and Hermitian.

**A.** It is, for finite $L$, but it describes a different force. Besides the slope, it has a drop of height $L$ at the cut:

$$\frac{dx_{\rm saw}}{dx}=1-L\,\delta(x-x_0).$$

Take one otherwise free electron, with $w=eFx_{\rm saw}$ and a real eigenfunction $\psi$ of energy $E$. Inside the interval $\psi''=(2m/\hbar^2)(w-E)\psi$, so

$$\frac{d}{dx}\left[\frac{\hbar^2}{2m}\psi'^2+(E-w)\psi^2\right]=2(w-E)\psi\psi'+2(E-w)\psi\psi'-w'\psi^2=-eF\psi^2 .$$

Integrate from $x_0$ to $x_0+L$. Both $\psi$ and $\psi'$ are continuous around the ring, so the first term in the bracket cancels between the ends, as does $E\psi^2$. What remains is $-eFL\,\psi^2(x_0)=-eF$, that is,

$$n(x_0)=\psi^2(x_0)=\frac1L .$$

Every stationary state puts just enough density at the cut for the kick there, $+eFL\,n(x_0)=+eF$ on average, to cancel the uniform force $-eF$.

On a ring of 20 bohr with $F=0.05$ atomic units, the six lowest states give $L\,n(x_0)$ between 0.9998 and 1.0002. The lowest state is far from uniform: its density peaks at $5.4/L$.

**Q.** In a crystal I care about the dipole per cell. Perhaps the cut spoils only its surroundings.

**A.** The dipole itself depends on where you cut. Let $n(x)$ now be the density of all $N$ electrons. Then

$$X_{\rm saw}=\int_{x_0}^{x_0+L}x\,n(x)\,dx,\qquad
\frac{dX_{\rm saw}}{dx_0}=(x_0+L)\,n(x_0+L)-x_0\,n(x_0)=L\,n(x_0).$$

Moving the cut transfers charge from one end of the interval to the other.

For an example, take one spinless, independent electron per cell in

$$V(x)=-V_1\cos Gx-V_2\cos(2Gx-\varphi),\qquad G=2\pi/a,$$

with $a=6$ bohr, $V_1=0.3$ hartree, $V_2=0.2$ hartree and $\varphi=\pi/2$. The lowest band is filled, and the gap above it is 0.2985 hartree. A uniform positive background makes each cell neutral. Its charge is centred at $x_0+L/2$, so the dipole per cell is $-e\,[X_{\rm saw}/N-x_0-L/2]$. Four cuts of the same ground state give:

| cut (bohr) | dipole per cell ($e$ bohr) |
|---|---|
| 0.0 | +0.390 |
| 1.5 | −1.105 |
| 3.0 | −0.159 |
| 4.5 | +0.884 |

Averaging over cuts does not help. Put $x=x_0+y$ and average over $x_0$ within one cell. The density averages to $1/a$, and the bracket becomes

$$\frac1N\int_0^L\frac{y}{a}\,dy-\frac L2=\frac{L^2}{2Na}-\frac L2=0,$$

whatever the state, provided its density has the lattice period.

The sawtooth is harmless when the product $L\,n(x_0)$ is negligible, not merely $n(x_0)$: the free electron above has $n(x_0)=1/L$, small on a long ring, and still feels the full kick. The condition holds for electrons bound to a slab with the cut out in the vacuum beside it, at a distance $d$ large enough for the density to have decayed but small enough that $eFd$ stays below the binding energy. (Beyond that, the low side of the sawtooth lies below the bound level, and the lowest state moves to the cut.) Then $dX_{\rm saw}/dx_0=L\,n(x_0)$ and the mean kick $eFL\,n(x_0)$ are both negligible.

**Q.** Suppose I keep the cut fixed and look only at changes of the dipole.

**A.** Then you lose the electrons that pass through the cut. Let $j$ be the particle current, with $\partial n/\partial t=-\partial j/\partial x$. Integrating by parts,

$$\frac{dX_{\rm saw}}{dt}=-\int_{x_0}^{x_0+L}x\,\frac{\partial j}{\partial x}\,dx
=-\big[x\,j\big]_{x_0}^{x_0+L}+\int j\,dx=\int j\,dx-L\,j(x_0).$$

The first term is the total velocity of the electrons. The second appears because an electron leaving at one end re-enters at the other, and $x_{\rm saw}$ jumps by $L$. Divide by $N$ and integrate over time. If $\Delta x$ is the true displacement per electron and $Q$ the number of electrons that crossed the cut,

$$\Delta\!\left(\frac{X_{\rm saw}}{N}\right)=\Delta x-a\,Q .$$

In the model I changed $\varphi$ slowly from 0 to $\pi/2$ and followed the Schrödinger equation in time. The integrated current gives $\Delta x=0.18075$ bohr.

- Cut at 0: $Q=0.0951$, so the sawtooth should change by $0.18075-6\times0.0951=-0.390$ bohr. Computed from the densities, it changes by $-0.390$ bohr, which has the wrong sign as a displacement.
- Cut at 3 bohr, where few electrons pass: $Q=0.0037$, so the expected change is $0.18075-6\times0.0037=0.159$ bohr, again as computed.

**Q.** Can a ring carry a uniform field at all?

**A.** Yes, through a uniform vector potential $A(t)$, as when a changing magnetic flux threads the ring:

$$H=\sum_j\frac{(p_j+eA)^2}{2m}+V,\qquad F=-\frac{dA}{dt}.$$

The velocity is $v=(p+eA)/m$, so $m\,dv/dt=-V'+e\,dA/dt=-V'-eF$. This Hamiltonian is periodic in $x$, but it depends on time.

You can see where $eFx$ went. For one electron define $\chi=e^{ieAx/\hbar}\psi$. Then $p\chi=e^{ieAx/\hbar}(p+eA)\psi$. The time derivative of the phase factor contributes $i\hbar\,(ie\dot A x/\hbar)\chi=-e\dot A x\,\chi=eFx\,\chi$. Therefore

$$i\hbar\,\frac{\partial\chi}{\partial t}=\left[\frac{p^2}{2m}+V+eFx\right]\chi,\qquad
\chi(x+L)=e^{ieAL/\hbar}\chi(x).$$

The linear term is back, with a boundary condition that changes in time. Your proposal keeps the linear term and freezes the boundary condition.

**Q.** I would still like a static state and its polarization. What replaces $\sum_jx_j$?

**A.** Resta's operator,

$$U=\exp\Big(i\kappa\sum_jx_j\Big),\qquad \kappa=\frac{2\pi}{L}.$$

Shifting any $x_j$ by $L$ multiplies it by $e^{2\pi i}=1$, so it is periodic and needs no cut. With $z=\langle\Psi|U|\Psi\rangle$, the electronic position is

$$X=\frac1\kappa\,\mathrm{Im}\ln z\quad(\text{modulo }L),$$

and the electronic polarization of this one-dimensional system is $-eX/L$, modulo $e$.

**Q.** Why should the phase of $z$ be a position?

**A.** Because it moves with the current. Local potentials and interactions commute with $U$, while $U^\dagger p_jU=p_j+\hbar\kappa$. Hence, with $P=\sum_jp_j$,

$$[H,U]=U\,(U^\dagger HU-H)=U\left(\frac{\hbar\kappa}{m}P+\frac{N\hbar^2\kappa^2}{2m}\right).$$

Insert this into $\dot z=(i/\hbar)\langle[H,U]\rangle$ and use $\dot X=\kappa^{-1}\,\mathrm{Im}(\dot z/z)$:

$$\dot X=\mathrm{Re}\,\frac{\langle UP\rangle}{m\,z}+\frac{N\hbar\kappa}{2m}.$$

Now split $U^\dagger\Psi=z^*\Psi+\sqrt{1-|z|^2}\,\Psi_\perp$, where $\Psi_\perp$ is normalized and orthogonal to $\Psi$. This gives

$$\langle UP\rangle=z\langle P\rangle+\sqrt{1-|z|^2}\,\langle\Psi_\perp|P|\Psi\rangle .$$

The last matrix element is at most the standard deviation $\Delta P$. For a determinant, $(\Delta P)^2\le\sum_n\langle p^2\rangle_n$, which grows as $N$. Per electron, $\dot X/N$ therefore differs from the mean velocity $\langle P\rangle/(mN)$ by at most

$$\frac{\sqrt{1-|z|^2}}{|z|}\,\frac{\Delta P}{mN}+\frac{\hbar\kappa}{2m}.$$

This vanishes for large $N$ if $|z|$ stays away from zero. It is only a bound, and the error can be much smaller. For the slow change of $\varphi$, the shift of $X/N$, extrapolated to a large ring, is 0.18075 bohr, equal to the integrated current at this precision.

**Q.** Could I simply average $e^{i\kappa x}$ over the electron density?

**A.** In a crystal that average is zero. Shifting $x$ by $a$ leaves the periodic density unchanged but multiplies $\int n\,e^{i\kappa x}dx$ by $e^{2\pi i/N}\neq1$, so the integral must vanish. The information is in the many-electron product.

For a determinant of orbitals $\psi_n$, $U$ multiplies each orbital by $e^{i\kappa x}$. The overlap of two determinants is the determinant of the orbital overlaps, so

$$z=\det S,\qquad S_{mn}=\langle\psi_m|e^{i\kappa x}|\psi_n\rangle .$$

The one-body average is $\mathrm{tr}\,S$. In a filled band $e^{i\kappa x}$ connects each $k$ to the next, so the diagonal of $S$ is zero while its determinant is a product of $N$ neighbour overlaps. The cyclic order contributes a sign $(-1)^{N-1}$, which is $+1$ for odd $N$, the case I use. The band centre is then

$$x_w=\frac XN=\frac{a}{2\pi}\arg z\quad(\text{modulo }a).$$

For $\varphi=\pi/2$, $|z|$ is 0.936, 0.966 and 0.977 on rings of 11, 21 and 31 cells, and $x_w$ is 0.1811, 0.1808 and 0.1808 bohr.

For a free Fermi sea, $e^{i\kappa x}$ carries the highest occupied orbital into an empty one. A column of $S$ vanishes, $z=0$, and $X$ is undefined.

**Q.** The modulo looks like a defect.

**A.** It records something the density cannot. Slide the crystal by $s$, so that every electron moves by $s$. Then $z$ is multiplied by $e^{i\kappa Ns}=e^{2\pi is/a}$. After $s=a$ the density is back where it began, but the phase has wound once and $X$ has grown by $Na=L$: one electron has passed each point of the ring. The final state alone cannot tell you how many such cycles took place.

**Q.** So I add $eF\,\kappa^{-1}\,\mathrm{Im}\ln U$ to $H_0$.

**A.** No. That operator is $\sum_jx_j$ folded into an interval of length $L$, which is again a sawtooth. The expectation value must come first and the logarithm second, which gives an energy functional:

$$\mathcal E[\Psi]=\langle H_0\rangle+\frac{eF}{\kappa}\,\mathrm{Im}\ln\langle U\rangle .$$

For a determinant, collect the orbitals as columns of a matrix $C$ with $C^\dagger C=1$, and let $u=e^{i\kappa x}$ act on one orbital, so $S=C^\dagger uC$. Write $\mathrm{Im}\ln\det S=(\ln\det S-\ln\det S^\dagger)/2i$ and vary $C^\dagger$. Since $\delta\ln\det S=\mathrm{tr}(S^{-1}\delta C^\dagger uC)=\mathrm{tr}(\delta C^\dagger\,uCS^{-1})$, and likewise for $S^\dagger=C^\dagger u^\dagger C$, the field contributes

$$W=\frac{eF}{2i\kappa}\left[uCS^{-1}-u^\dagger C(S^\dagger)^{-1}\right],\qquad H_0C+W=C\Lambda .$$

The matrix $\Lambda$ keeps the orbitals orthonormal. Multiplying $W$ by $C^\dagger$ gives $1-1=0$ in the bracket, so $\Lambda=C^\dagger H_0C$. Because $W$ depends on the orbitals, the equation is solved self-consistently.

The functional has no global minimum if the logarithm is followed continuously: a cycle that reduces $X$ by $L$ returns to the same state with $\mathcal E$ lower by $eFL$. The useful solution is the stationary state that continues the one at $F=0$. I have not determined up to what $eFL$ this state remains a local minimum of $\mathcal E$. The calculations below keep $eFL$ under a third of the gap.

**Q.** Does this functional give the correct response?

**A.** To first order in $F$ and for large $L$ it can be worked out. Let $|v\rangle$ be the cell-periodic part of the occupied orbital at $k$. The two terms of $W$ contain its neighbours at $k\mp\kappa$, each divided by its overlap with $|v\rangle$. To first order in $\kappa$ they are $|v\rangle\mp\kappa\,q|\partial_kv\rangle$, where $q=1-|v\rangle\langle v|$. Their difference is $-2\kappa\,q|\partial_kv\rangle$, so

$$W_k=\frac{eF}{2i\kappa}(-2\kappa)\,q|\partial_kv\rangle=ieF\,q|\partial_kv\rangle .$$

Here $i\partial_k$ plays the part of $x$. Differentiating $(H_k-E_v)|v\rangle=0$ and projecting on an empty band $c$, with $\partial_kH_k=(\hbar/m)(p+\hbar k)$, gives

$$\langle c|\partial_kv\rangle=-\frac{\hbar}{m}\,\frac{p_{cv}}{E_c-E_v},$$

where $p_{cv}$ is the momentum matrix element between the Bloch orbitals. The stationarity condition gives the admixture $\delta_c=-W_c/(E_c-E_v)$, with $W_c=\langle c|W_k\rangle$. Since $W$ is the gradient of $eFX$, the change of $X$ satisfies

$$eF\,\delta X=2\,\mathrm{Re}\sum_{k,c}\delta_c^*W_c=-2\sum_{k,c}\frac{|W_c|^2}{E_c-E_v}.$$

Inserting $|W_c|^2=(eF\hbar/m)^2|p_{cv}|^2/(E_c-E_v)^2$ and dividing by $N$,

$$\delta x_w=-\frac{\alpha F}{e},\qquad
\alpha=\frac{2}{N}\left(\frac{e\hbar}{m}\right)^2\sum_{k,c}\frac{|p_{cv}|^2}{(E_c-E_v)^3}.$$

This is the usual sum-over-states polarizability per cell. The minus sign says that electrons move against the field.

In the model I took $F=0.0005$ atomic units, or 0.257 V/nm. On the longest ring $eFL=0.0930$ hartree, about a third of the gap. The functional gives $\alpha=7.453$, 7.521 and 7.536 atomic units for 11, 21 and 31 cells. The deviations from the sum over states fall nearly as $1/N^2$. Removing that leading error with the two longest rings gives

$$\alpha=\frac{31^2\times7.5355-21^2\times7.5210}{31^2-21^2}\approx7.548,$$

and the sum over states also gives 7.548.

The linear displacement is $-7.548\times0.0005=-0.003774$ bohr. The functional, extrapolated in the same way, gives $-0.003776$ bohr, or $-0.200$ pm, on going from $0$ to $+F$. Its $\alpha$ was taken from the difference between $+F$ and $-F$, which removes the terms even in $F$; the one-sided displacement keeps them. The numerical check also switches on the same field through $A(t)$ and integrates the current, without using $U$: with time steps of 0.25 atomic units and the Hamiltonian frozen in each step, the result is $-0.003773$ bohr, within 0.1% of the functional. The last digit of that number is not converged. A converged integration gives $-0.003776$ bohr for $+F$ and $+0.003772$ bohr for $-F$, that is, an odd part of $-0.003774$ bohr and an even part of $-0.000002$ bohr. The static functional and the time-dependent field then agree to the digits shown.

## Numbers as computed

```
Free ring: length 20.0 bohr, field 0.050 a.u.
  L*n(cut), six lowest sawtooth states: [1.0002 1.0001 1.     1.     0.9999 0.9998]
  L*n at the peak of the lowest state: 5.375
Crystal: a = 6.0 bohr, V1 = 0.30, V2 = 0.20 hartree
Band gap at phi = pi/2: 0.2985 hartree
Sawtooth dipole per cell, uniform background, N = 15:
  cut at 0.0 bohr: +0.3901 e bohr
  cut at 1.5 bohr: -1.1048 e bohr
  cut at 3.0 bohr: -0.1586 e bohr
  cut at 4.5 bohr: +0.8839 e bohr
  average over 24 cuts: 3.0e-16 e bohr (magnitude)
Resta operator at phi = pi/2:
  N = 11: |z| = 0.9363, |one-body sum| = 1.0e-15, centre = 0.18109 bohr
  N = 21: |z| = 0.9661, |one-body sum| = 1.9e-15, centre = 0.18084 bohr
  N = 31: |z| = 0.9769, |one-body sum| = 8.4e-16, centre = 0.18079 bohr
  free Fermi sea, N = 21: |z| = 0.0e+00
  phase winding for a slide by one period: 1.000000
Slow change phi = 0 to pi/2 in 300 a.u. of time, N = 15:
  displacement from integrated current: 0.18075 bohr
  (from step-end velocities alone:      0.18015 bohr)
  change of Resta centre, large ring:   0.18075 bohr
  cut 0.0 bohr: sawtooth change -0.39011 bohr, electrons through cut +0.09514
  cut 3.0 bohr: sawtooth change +0.15862 bohr, electrons through cut +0.00369
Field: 0.0005 a.u. = 0.2571 V/nm
  e*F*L for N = 31: 0.0930 hartree
  polarizability, functional, N = 11: 7.4529 a.u.
  polarizability, functional, N = 21: 7.5210 a.u.
  polarizability, functional, N = 31: 7.5355 a.u.
  polarizability, large-ring limit: 7.5477 a.u.
  polarizability, sum over states:  7.5475 a.u.
  error ratio N = 21 to N = 31: 2.193 (1/N^2 law: 2.179)
  displacement, functional: -0.003776 bohr = -0.1998 pm
  displacement, real-time current: -0.003773 bohr
```
